# Space-charge potential at boundaries of a pure Schottky-disordered crystal

A pure ionic crystal MX has singly charged ions, and its only point defects are cation vacancies of effective charge \(-e\) and anion vacancies of effective charge \(+e\), with \(e>0\). A flat grain boundary at \(x=0\) separates two identical grains. We describe the grain on the right from \(x=0\) to its midplane \(x=L\), where the field vanishes by symmetry. The electrostatic potential \(\phi(x)\) is averaged over planes parallel to the boundary, and its zero is at the boundary, \(\phi(0)=0\).

Each sublattice has \(N\) sites per volume. The vacancy densities are \(n_c(x)\) and \(n_a(x)\), with site fractions \(\theta_c=n_c/N\) and \(\theta_a=n_a/N\). Let \(g_c\) be the free energy for moving a cation from a regular site in the grain to the boundary, leaving a vacancy behind, and \(g_a\) the same for an anion. Both leave out the configurational entropy of the vacancies and the work done against the macroscopic potential \(\phi\), which are counted separately. The boundary is at first an ideal source and sink: \(g_c\) and \(g_a\) do not change as it takes up ions. Vacancies interact only through the mean potential, and the permittivity \(\varepsilon\) is uniform.

### (a) Which combination of \(g_c\) and \(g_a\) belongs to the bulk crystal, and how is the boundary charge related to the vacancies?

**Solution.** Move one cation and one anion to the boundary. Together they form a new lattice unit there: the crystal grows by one unit, and the structure of the boundary is restored. The net process is the creation of a Schottky pair, whose free energy \(g_S\) is a bulk property. Hence

\[
g_c+g_a=g_S .
\]

The individual terms depend on where the boundary holds a single extra ion. Another boundary of the same crystal may have \(g_c+\delta\) and \(g_a-\delta\), with the same sum.

If more cations than anions have left the grains, the boundary holds the surplus. Let \(\Gamma\) be the excess of cations over anions per boundary area. Both grains contribute equally, so

\[
\Gamma=2\int_0^L (n_c-n_a)\,dx .
\]

The boundary carries the charge \(e\Gamma\) per area, and the grains carry \(-e\Gamma\). Overall neutrality is thus built in, while local neutrality has not been assumed.

### (b) Write the free energy of the half grain and find the equilibrium vacancy fractions.

**Solution.** On \(N\) sites per volume, \(n=N\theta\) vacancies can be arranged in a binomial number of ways. Stirling's formula gives the entropy density \(-kN[\theta\ln\theta+(1-\theta)\ln(1-\theta)]\). Per boundary area, the free energy of the half grain is

\[
F=\int_0^L\Big\{g_cn_c+g_an_a+kTN\sum_{i=c,a}\big[\theta_i\ln\theta_i+(1-\theta_i)\ln(1-\theta_i)\big]+\frac{D^2}{2\varepsilon}\Big\}dx .
\]

The displacement \(D\) follows from Gauss's law, \(D'=\rho=e(n_a-n_c)\), with \(D(L)=0\):

\[
D(x)=-\int_x^L\rho\,dx' .
\]

Just inside the grain this gives \(D(0^+)=e\Gamma/2\), half of the boundary charge, as it must for two equal sides.

Now vary the densities. With \(D/\varepsilon=-\phi'\), the field energy changes by

\[
\int_0^L\frac{D}{\varepsilon}\,\delta D\,dx=-\int_0^L\phi'\,\delta D\,dx
=-\big[\phi\,\delta D\big]_0^L+\int_0^L\phi\,\delta\rho\,dx .
\]

The bracket vanishes because \(\phi(0)=0\) and \(\delta D(L)=0\). Since \(\delta\rho=e(\delta n_a-\delta n_c)\), an added cation vacancy costs the electrostatic energy \(-e\phi\), and an anion vacancy \(+e\phi\). This is where the choice of zero enters: the ion removed from \(x\) is delivered to the boundary, so the work depends on the potential difference between these two places.

The derivative of the entropy term with respect to \(n=N\theta\) is \(kT[\ln\theta-\ln(1-\theta)]\), because the constants \(+1\) and \(-1\) from the two logarithms cancel. Both densities vary freely, so their coefficients must vanish:

\[
g_c-e\phi+kT\ln\frac{\theta_c}{1-\theta_c}=0,\qquad
g_a+e\phi+kT\ln\frac{\theta_a}{1-\theta_a}=0 .
\]

Therefore

\[
\frac{\theta_c}{1-\theta_c}=e^{-(g_c-e\phi)/kT},\qquad
\frac{\theta_a}{1-\theta_a}=e^{-(g_a+e\phi)/kT}.
\]

The entropy term is strictly convex in the densities, and the field energy is a non-negative quadratic form in them. The stationary state is therefore the unique minimum.

### (c) Find the potential deep inside a wide grain and the vacancy fraction there.

**Solution.** Let \(L\) be much larger than the screening length found in part (d). The charge density then dies out in the interior, and \(\theta_c=\theta_a\). The two exponents in part (b) must be equal:

\[
g_c-e\phi_\infty=g_a+e\phi_\infty .
\]

Adding \(e\phi_\infty-g_a\) to both sides gives \(2e\phi_\infty=g_c-g_a\), so

\[
\boxed{e\phi_\infty=\frac{g_c-g_a}{2}},\qquad
\Delta\phi\equiv\phi(0)-\phi_\infty=\frac{g_a-g_c}{2e}.
\]

The factor one half arises because the same potential raises the cost of one vacancy and lowers that of the other. Each cost moves to their mean:

\[
g_c-e\phi_\infty=g_a+e\phi_\infty=\frac{g_S}{2}.
\]

The interior fraction is therefore

\[
\theta_\infty=\frac{1}{1+e^{g_S/2kT}}\approx e^{-g_S/2kT},
\]

where the last form holds for \(g_S\gg2kT\). The interior concentration depends on the bulk quantity \(g_S\), while the potential depends on the boundary through \(g_c-g_a\). The potential formula itself did not need the dilute limit, although the neglect of other interactions is usually credible only for dilute vacancies.

If \(g_c<g_a\), cations leave the grain more readily. The boundary becomes positive, and the interior potential falls until both vacancies cost the same. If \(g_c=g_a\), there is no space charge. With \(g_i=h_i-Ts_i\), the potential difference is \([h_a-h_c-T(s_a-s_c)]/2e\), so it can vary with temperature and even change sign.

### (d) Find the potential profile and the boundary charge for dilute vacancies in a wide grain.

**Solution.** Define \(\eta=e(\phi-\phi_\infty)/kT\) and \(n_\infty=Ne^{-g_S/2kT}\). For \(\theta\ll1\), the laws of part (b) become

\[
n_c=n_\infty e^{\eta},\qquad n_a=n_\infty e^{-\eta}.
\]

Poisson's equation \(\phi''=-\rho/\varepsilon\), with \(\rho=-2en_\infty\sinh\eta\), then reads

\[
\eta''=\frac{\sinh\eta}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon kT}{2e^2n_\infty}} .
\]

Multiply by \(\eta'\) and integrate from the interior, where \(\eta=\eta'=0\):

\[
\frac{\eta'^2}{2}=\frac{\cosh\eta-1}{\lambda^2}=\frac{2\sinh^2(\eta/2)}{\lambda^2},
\qquad \eta'=-\frac{2}{\lambda}\sinh\frac{\eta}{2}.
\]

The minus sign makes \(\eta\) decay towards zero from either side. Because \(d\ln|\tanh(\eta/4)|/d\eta=1/[2\sinh(\eta/2)]\), separation of variables gives

\[
\tanh\frac{\eta}{4}=\tanh\frac{\eta_0}{4}\,e^{-x/\lambda},\qquad
\eta_0=-\frac{e\phi_\infty}{kT}=\frac{g_a-g_c}{2kT}.
\]

The deviation from neutrality decays exponentially, which justifies the step in part (c).

For the charge, use \(e\Gamma/2=D(0^+)=-\varepsilon\phi'(0^+)\):

\[
\frac{e\Gamma}{2}=-\frac{\varepsilon kT}{e}\,\eta'(0^+)
=\frac{2\varepsilon kT}{e\lambda}\sinh\frac{\eta_0}{2}.
\]

Substituting \(\varepsilon kT=2e^2n_\infty\lambda^2\) yields

\[
\Gamma=8n_\infty\lambda\sinh\frac{\eta_0}{2}.
\]

For \(|\eta_0|\ll1\), this becomes \(\Gamma\approx4n_\infty\lambda\eta_0\) and \(\eta\approx\eta_0e^{-x/\lambda}\). For large \(|\eta_0|\), the charge grows exponentially as long as the enriched vacancy stays dilute at the boundary, which requires the smaller of \(g_c\) and \(g_a\) to be several \(kT\); beyond that, the filling of sites slows the growth. The distant tail \(4\tanh(\eta_0/4)e^{-x/\lambda}\) has an amplitude below 4.

### (e) Evaluate the results for \(g_c=0.80\) eV, \(g_a=1.20\) eV, \(T=800\) K, relative permittivity 6 and \(N=20\) nm\(^{-3}\).

**Solution.** These are round model parameters. Electronvolts, volts and nanometres suit thermal space charge better than Rydberg units. The potential is

\[
\phi_\infty=\frac{0.80-1.20}{2}\ \mathrm{V}=-0.200\ \mathrm{V},
\qquad \Delta\phi=+0.200\ \mathrm{V},
\]

and the energy \(e\Delta\phi\) equals 0.0147 Ry. With \(kT=0.06894\) eV, \(\eta_0=0.200/0.06894=2.90\). The interior has

\[
\theta_\infty=e^{-1.00/0.06894}=5.02\times10^{-7},\qquad
n_\infty=20\,\theta_\infty=1.003\times10^{-5}\ \mathrm{nm^{-3}},
\]

and the screening length is \(\lambda=33.8\) nm.

Next to the boundary, cation vacancies are enriched by \(e^{\eta_0}=18.2\), to \(1.82\times10^{-4}\) nm\(^{-3}\). Anion vacancies are depleted by the same factor, to \(5.51\times10^{-7}\) nm\(^{-3}\). The larger site fraction is \(1.82\times10^{-4}/20\approx9\times10^{-6}\), so the dilute limit holds. At \(x=\lambda\) the potential is \(-0.136\) V. The boundary excess is

\[
\Gamma=8(1.003\times10^{-5})(33.76)\sinh(1.451)\ \mathrm{nm^{-2}}
=5.46\times10^{-3}\ \mathrm{nm^{-2}},
\]

or one elementary charge per 183 nm\(^2\). The typical spacing, \(\sqrt{183}\approx14\) nm, is below \(\lambda\), but it slightly exceeds the shorter screening length next to the boundary, found below. The planar average therefore gives only the mean potential there and does not resolve the field close to an individual boundary charge.

The strength of the neglected correlations can be judged by the Coulomb energy of two unit charges at distance \(\lambda\), relative to \(kT\). From the definition of \(\lambda\),

\[
\frac{e^2}{4\pi\varepsilon\lambda kT}=\frac{1}{8\pi n_\infty\lambda^3}\approx0.10 .
\]

This holds for the interior, where the ratio is small, though not negligible for precise concentrations. Next to the boundary the vacancies are denser. Linearizing Poisson's equation about \(\eta_0\) gives the local screening length \(\lambda/\sqrt{\cosh\eta_0}\approx11\) nm, and the same ratio rises to about 0.3. The concentrations there are correspondingly less certain.

Direct minimization of a discretized \(F\), with \(L=400\) nm and no neutrality imposed on the interior, gives \(-0.199998\) V at the midplane. The difference from \(\phi_\infty\) has the size expected from the tails of the two boundaries enclosing the grain. They add where \(|\eta|\ll1\):

\[
\frac{kT}{e}\,8\tanh\frac{\eta_0}{4}\,e^{-L/\lambda}\approx2\times10^{-6}\ \mathrm{V}.
\]

A second boundary with \(g_c=0.90\) eV and \(g_a=1.10\) eV gives \(-0.100\) V with the same interior density, as parts (a) and (c) require. These and the other comparisons are in the numerical output below.

### (f) How pure must the crystal be?

**Solution.** Add immobile donors of charge \(+e\) with uniform density \(n_D\). Their charge does not vary in the minimization, so the vacancy laws keep their form. Interior neutrality becomes \(n_c=n_a+n_D\). Let \(\phi_D\) be the new interior potential and \(\xi=e(\phi_D-\phi_\infty)/kT\), with \(\phi_\infty\) and \(n_\infty\) still those of the pure crystal. Then

\[
n_D=n_\infty(e^{\xi}-e^{-\xi})=2n_\infty\sinh\xi,
\]

\[
e\phi_D=\frac{g_c-g_a}{2}+kT\,\operatorname{arsinh}\frac{n_D}{2n_\infty}.
\]

The pure result requires the second term to be small compared with the first. For \(n_D\ll2n_\infty\), this term is \(kTn_D/(2n_\infty)\); for \(n_D\gg2n_\infty\), it approaches \(kT\ln(n_D/n_\infty)\).

One donor per million cation sites gives \(n_D/(2n_\infty)=10^{-6}/(2\times5.015\times10^{-7})=0.997\). The shift is \(0.06894\times0.879=0.061\) eV, and \(\phi_D=-0.139\) V. Even this purity is insufficient here.

Setting \(\phi_D=0\) gives \(n_D=2n_\infty\sinh\eta_0\), or \(9.1\times10^{-6}\) of the cation sites. At this doping the space charge vanishes, and above it the boundary is negative relative to the interior. On cooling, \(n_\infty\) falls exponentially if \(g_S\) changes little, so a fixed trace of donors eventually controls the potential. This assumes that the donors stay dissolved and unpaired with vacancies, and that the vacancies still reach equilibrium.

### (g) What changes if the boundary has a limited number of sites for excess ions?

**Solution.** Let the boundary contain \(K\) kinks per area, each with charge \(+e/2\) or \(-e/2\). Adding a cation changes a negative kink into a positive one; adding an anion does the reverse. A pair therefore leaves the kink populations unchanged. From \(K_++K_-=K\) and \((K_+-K_-)/2=\Gamma\),

\[
K_\pm=\frac K2\pm\Gamma .
\]

The mixing entropy contributes the free energy

\[
f=kT\Big[K_+\ln\frac{K_+}{K}+K_-\ln\frac{K_-}{K}\Big],
\qquad \frac{df}{d\Gamma}=kT\ln\frac{K_+}{K_-}.
\]

In the derivative, the constants from the two terms cancel because \(dK_\pm/d\Gamma=\pm1\). Take \(g_c\) and \(g_a\) to be the values without this entropy. Moving one cation to the boundary raises \(\Gamma\) by one unit, so \(g_c\) is replaced by \(g_c+f'\), where \(f'=df/d\Gamma\); for an anion, \(g_a\) becomes \(g_a-f'\). Their sum remains \(g_S\), and the interior potential \(\phi_K\) obeys

\[
e\phi_K=\frac{g_c-g_a}{2}+kT\ln\frac{K/2+\Gamma}{K/2-\Gamma},
\qquad
\Gamma=-8n_\infty\lambda\sinh\frac{e\phi_K}{2kT}.
\]

The two equations are solved together. The original result returns when the logarithm, about \(4\Gamma/K\) for \(K\gg|\Gamma|\), is small compared with \(|\eta_0|\). The condition \(K\gg|\Gamma|\) alone is not enough. For \(|\eta_0|\ll1\), \(\Gamma\approx4n_\infty\lambda\eta_0\) turns the requirement into \(K\gg16n_\infty\lambda\), which is \(5.4\times10^{-3}\) nm\(^{-2}\) for the \(g_S\), \(T\), \(\varepsilon\) and \(N\) of part (e).

For \(K=0.10\) nm\(^{-2}\), the solution has \(\Gamma=4.89\times10^{-3}\) nm\(^{-2}\). The correction is

\[
0.06894\,\ln\frac{0.05489}{0.04511}\ \mathrm{eV}=0.0135\ \mathrm{eV},
\]

so \(\phi_K=-0.186\) V. The charged boundary resists further imbalance because its kinks would become less mixed. The kinks are treated here as an ideal mixture. At this density they are about 3 nm apart, and the Coulomb energy of two neighbours is about \(0.3\,kT\), so the size of the correction is an estimate. The half-difference rule survives with the charge-dependent exchange free energies, but not with their fixed values.

### (h) What happens in a narrow grain?

**Solution.** When \(L\) is comparable to \(\lambda\), the midplane need not be neutral. Let \(\eta_m\) be its reduced potential, still measured from the \(\phi_\infty\) of a wide grain. Take \(\eta_0>0\). Integrating Poisson's equation from the midplane, where \(\eta'=0\), gives

\[
\frac{\eta'^2}{2}=\frac{\cosh\eta-\cosh\eta_m}{\lambda^2},\qquad
L=\lambda\int_{\eta_m}^{\eta_0}\frac{d\eta}{\sqrt{2(\cosh\eta-\cosh\eta_m)}} .
\]

For \(L=30\) nm, this condition gives a midplane potential of \(-0.0858\) V, well short of \(-0.200\) V. Hence \(\eta_m=(0.2000-0.0858)/0.06894=1.66\), and cation vacancies outnumber anion vacancies there by \(e^{2\eta_m}\approx28\). The space charge fills the grain.

In the limit of very small \(L\), \(\eta\) stays close to \(\eta_0\), and \(\eta''\approx\sinh\eta_0/\lambda^2\) is nearly constant. With \(\eta'(L)=0\), two integrations give

\[
\phi(L)\approx-\frac{kT}{e}\,\frac{L^2}{2\lambda^2}\sinh\eta_0 .
\]

The midplane potential then approaches that of the boundary. The expansion requires \(L\ll\lambda/\sqrt{\cosh\eta_0}\approx11\) nm; it overestimates \(|\phi(L)|\) by 8% at \(L=5\) nm and by 29% at 10 nm. In this range \(L\) is smaller than the spacing of vacancies next to the boundary, \(n_c^{-1/3}\approx18\) nm, so the result describes only the planar mean potential.

### (i) Does the factor one half survive for other ionic charges?

**Solution.** Let the vacancy charges be \(-z_ce\) and \(+z_ae\), and the site densities \(N_c\) and \(N_a\). The perfect crystal is neutral, so \(z_cN_c=z_aN_a\). In the dilute limit, interior neutrality requires

\[
z_cN_ce^{-(g_c-z_ce\phi_\infty)/kT}=z_aN_ae^{-(g_a+z_ae\phi_\infty)/kT}.
\]

The prefactors cancel. Equating the exponents gives

\[
e\phi_\infty=\frac{g_c-g_a}{z_c+z_a}.
\]

The divisor 2 thus belongs to singly charged ions. An MX\(_2\) crystal with \(z_c=2\), \(z_a=1\) and the same two exchange free energies has \(\phi_\infty=-0.40/3\ \mathrm{V}=-0.133\) V. A crystal with equal charges \(z\) has the divisor \(2z\), since the potential then acts \(z\) times as strongly on each vacancy.

## Numbers as computed

```
temperature: 800 K
thermal energy kT: 0.06894 eV
relative permittivity: 6.0
sites per sublattice: 20.0 nm^-3
cation-vacancy free energy g_c: 0.80 eV
anion-vacancy free energy g_a: 1.20 eV
Schottky free energy g_S: 2.00 eV
half width of wide grain: 400 nm
phi_inf, formula: -0.200000 V
phi at midplane, minimization: -0.199998 V
boundary minus interior potential: 0.2000 V
same, as energy e*Delta phi: 0.01470 Ry
reduced boundary potential eta0: 2.9011
interior vacancy fraction: 5.0151e-07
interior vacancy density, formula: 1.0030e-05 nm^-3
interior density, minimization: 1.0030e-05 nm^-3
screening length lambda: 33.757 nm
cation vacancies at boundary: 1.8250e-04 nm^-3
anion vacancies at boundary: 5.5127e-07 nm^-3
boundary/interior cation-vacancy ratio: 18.195
phi at x = lambda, formula: -0.13596 V
phi at x = lambda, minimization: -0.13595 V
largest profile difference: 4.43e-06 V
boundary excess Gamma, formula: 5.45942e-03 nm^-2
boundary excess, minimization: 5.45857e-03 nm^-2
other boundary g_c: 0.90 eV
other boundary g_a: 1.10 eV
other boundary phi, minimization: -0.099999 V
other boundary density: 1.0030e-05 nm^-3
donor fraction of cation sites: 1.0e-06
donor-doped phi, formula: -0.139386 V
donor-doped phi, minimization: -0.139386 V
donor fraction for zero phi: 9.0972e-06
phi at that fraction, minimization: 6.3e-07 V
kink density: 0.10 nm^-2
finite-kink phi, formula: -0.186480 V
finite-kink phi, minimization: -0.186480 V
finite-kink excess Gamma: 4.88651e-03 nm^-2
MX2 phi, formula: -0.133333 V
MX2 phi, minimization: -0.133333 V
half width of narrow grain: 30 nm
narrow midplane phi, first integral: -0.08576 V
narrow midplane phi, minimization: -0.08576 V
```
